# Spin fluctuations, mass renormalization and the sign of g−2 in nonrelativistic QED: a numerical check

```python
"""
Result under test: in nonrelativistic QED with bare g = 2 and photon momenta
cut off at kappa*m*c, radiation lowers the spin frequency of an electron, but
lowers its cyclotron frequency more (the mass grows), so that to order alpha
    g/2 - 1 = (4 alpha / 3 pi) * (1 - (1 + kappa/2)**-2) > 0.
Symbols: k = photon momentum in units of m*c, B = hbar*(cyclotron frequency)
in units of m*c^2, n = Landau level, Pi = kinetic momentum.
Inside the program hbar = m = c = 1; "density" means the contribution per unit
k, in units of alpha/pi, divided by B where a relative frequency is meant.
The electron has charge -e, so spin up has the higher energy.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
I2 = np.eye(2)
UP, DOWN = 0, 1
N_LANDAU = 8
LOWER = np.diag(np.sqrt(np.arange(1, N_LANDAU)), 1)
COS_NODES, COS_WEIGHTS = np.polynomial.legendre.leggauss(8)
B_SMALL = 1e-6


def photon_vectors(k, cosine):
    """Wave vector in the xz plane and its two transverse polarizations."""
    sine = np.sqrt(1 - cosine**2)
    wave = k * np.array([sine, 0, cosine])
    return wave, (np.array([cosine, 0, -sine]), np.array([0.0, 1.0, 0.0]))


def self_energy_density(k, ket, bra=None, orbit=1, spin=1, pinned=False,
                        B=B_SMALL):
    """Second-order matrix element per dk between Landau-spin states (n, s)."""
    bra = ket if bra is None else bra
    i_ket, i_bra = 2 * ket[0] + ket[1], 2 * bra[0] + bra[1]
    pi_x = np.kron(np.sqrt(B / 2) * (LOWER + LOWER.T), I2)
    pi_y = np.kron(1j * np.sqrt(B / 2) * (LOWER - LOWER.T), I2)
    h0 = (np.kron(np.diag(B * (np.arange(N_LANDAU) + 0.5)), I2)
          + 0.5 * B * np.kron(np.eye(N_LANDAU), SZ))
    one = np.eye(2 * N_LANDAU)
    total = 0.0
    for cosine, weight in zip(COS_NODES, COS_WEIGHTS):
        wave, polarizations = photon_vectors(k, cosine)
        denominator = k * one + h0 - h0[i_ket, i_ket] * one
        if not pinned:
            denominator = (denominator + 0.5 * k**2 * one
                           - wave[0] * pi_x - wave[1] * pi_y)
        for eps in polarizations:
            v = np.cross(wave, eps)
            spin_part = np.kron(np.eye(N_LANDAU),
                                v[0] * SX + v[1] * SY + v[2] * SZ)
            emit = (orbit * (eps[0] * pi_x + eps[1] * pi_y)
                    - 0.5j * spin * spin_part)
            total += 0.5 * weight * np.vdot(
                emit[:, i_bra], np.linalg.solve(denominator, emit[:, i_ket]))
    return -k * total


def spin_density(k, **options):
    return (self_energy_density(k, (0, UP), **options)
            - self_energy_density(k, (0, DOWN), **options)).real / B_SMALL


def cyclotron_density(k, **options):
    return (self_energy_density(k, (1, DOWN), **options)
            - self_energy_density(k, (0, DOWN), **options)).real / B_SMALL


def integrate(density, kappa, points=24):
    x, w = np.polynomial.legendre.leggauss(points)
    return 0.5 * kappa * sum(wi * density(0.5 * kappa * (xi + 1))
                             for xi, wi in zip(x, w))


# Derived closed forms, in units of alpha/pi
def pinned_formula(kappa):
    return -kappa**2 / 3


def spin_formula(kappa):
    u = 1 + kappa / 2
    return -16 / 3 * (np.log(u) + 1 / u - 1)


def anomaly_formula(kappa):
    return 4 / 3 * (1 - (1 + kappa / 2)**-2)


def mass_formula(kappa):
    return anomaly_formula(kappa) - spin_formula(kappa)


# Each separate contribution against the full matrix calculation
for k in (0.2, 1.0, 5.0):
    u = 1 + k / 2
    spin_all = spin_density(k)
    spin_spin = spin_density(k, orbit=0)
    spin_orbit_only = spin_density(k, spin=0)
    cross = spin_all - spin_spin - spin_orbit_only
    assert abs(spin_spin + 2 * k / (3 * u**2)) < 1e-4
    assert abs(cross + 2 * k / (3 * u**2)) < 1e-4
    assert abs(spin_orbit_only) < 1e-4
    cyc_orbit = cyclotron_density(k, spin=0)
    cyc_spin = cyclotron_density(k, orbit=0)
    assert abs(cyc_orbit + 4 / (3 * u)) < 1e-4
    assert abs(cyc_spin + k**2 / (3 * u**3)) < 1e-4
    assert abs(cyclotron_density(k) - cyc_orbit - cyc_spin) < 1e-4
    # The degenerate pair must not be mixed by the radiation field
    mixing = self_energy_density(k, (0, UP), bra=(1, DOWN))
    assert abs(mixing) / B_SMALL < 1e-6
    if k == 1.0:
        sample = (spin_spin, cross, cyc_orbit, cyc_spin,
                  spin_all - cyclotron_density(k))

# Integrated results, including a large cutoff
numeric = {}
for kappa in (0.5, 20.0):
    s = integrate(spin_density, kappa)
    c = integrate(cyclotron_density, kappa)
    numeric[kappa] = (s, c, s - c)
    assert abs(s - spin_formula(kappa)) < 2e-4
    assert abs(c + mass_formula(kappa)) < 2e-4
    assert abs(s - c - anomaly_formula(kappa)) < 2e-4
    assert s < 0 < s - c
pinned_numeric = integrate(lambda k: spin_density(k, pinned=True), 0.5)
assert abs(pinned_numeric - pinned_formula(0.5)) < 1e-4


# Mass growth from the field-free dispersion E(P), without Landau levels
def free_energy(momentum, kappa):
    def density(k):
        total = 0.0
        for cosine, weight in zip(COS_NODES, COS_WEIGHTS):
            wave, polarizations = photon_vectors(k, cosine)
            gap = k + k**2 / 2 - momentum * wave[2]
            for eps in polarizations:
                v = np.cross(wave, eps)
                emit = (eps[2] * momentum * I2
                        - 0.5j * (v[0] * SX + v[1] * SY + v[2] * SZ))
                total += 0.5 * weight * np.vdot(emit[:, 0], emit[:, 0]).real / gap
        return -k * total
    return integrate(density, kappa)


P_TEST = 1e-3
mass_free = -(free_energy(P_TEST, 0.5) - free_energy(0, 0.5)) / (P_TEST**2 / 2)
assert abs(mass_free - mass_formula(0.5)) < 1e-4
assert abs(mass_free + numeric[0.5][1]) < 2e-4

# A spin coupled to three quantized oscillators, diagonalized directly
levels, mode_energy, coupling, bare_split = 4, 1.0, 0.02, 0.01
low = np.diag(np.sqrt(np.arange(1, levels)), 1)
eye = np.eye(levels)
toy = 0.5 * bare_split * np.kron(np.eye(levels**3), SZ)
for axis, sigma in enumerate((SX, SY, SZ)):
    def embed(op):
        factors = [op if j == axis else eye for j in range(3)]
        return np.kron(np.kron(factors[0], factors[1]), factors[2])
    toy = toy + mode_energy * np.kron(embed(low.T @ low), I2)
    toy = toy + coupling * np.kron(embed(low + low.T), sigma)
toy_levels = np.linalg.eigvalsh(toy)
toy_change = (toy_levels[1] - toy_levels[0]) / bare_split - 1
toy_formula = -4 * coupling**2 / mode_energy**2
assert toy_change < 0 and abs(toy_change / toy_formula - 1) < 0.02

# Worked example
alpha = const.fine_structure
unit = alpha / np.pi
field_tesla, kappa = 1.0, 0.5
cutoff_kev = kappa * const.m_e * const.c**2 / const.e / 1e3
nu_c = const.e * field_tesla / (2 * np.pi * const.m_e) / 1e9
mass_shift = unit * mass_formula(kappa)
spin_shift = unit * spin_formula(kappa)
anomaly = unit * anomaly_formula(kappa)
kappa_match = brentq(lambda x: anomaly_formula(x) - 0.5, 0.01, 5)

print(f"fine-structure constant alpha: {alpha:.9f} (dimensionless)")
print(f"alpha/pi: {unit:.7e} (dimensionless)")
print(f"magnetic field: {field_tesla * 1e4:.0f} gauss")
print(f"cutoff kappa: {kappa:.2f} (units of m c)")
print(f"cutoff photon energy: {cutoff_kev:.2f} keV")
print("Three-oscillator model, energies in units of the mode energy:")
print(f"  coupling {coupling:.3f}, bare splitting {bare_split:.3f}")
print(f"  relative splitting change, diagonalized: {toy_change:.5e}")
print(f"  relative splitting change, second order: {toy_formula:.5e}")
print("Matrix densities at k = 1 m c, units of alpha/pi per m c:")
for label, value in zip(("spin frequency, spin-spin", "spin frequency, cross",
                         "cyclotron frequency, orbital",
                         "cyclotron frequency, spin",
                         "spin minus cyclotron"), sample):
    print(f"  {label}: {value:.5f}")
print("Integrated to kappa = 0.5, units of alpha/pi (matrix | formula):")
print(f"  pinned spin: {pinned_numeric:.5f} | {pinned_formula(kappa):.5f}")
print(f"  mobile spin: {numeric[0.5][0]:.5f} | {spin_formula(kappa):.5f}")
print(f"  cyclotron: {numeric[0.5][1]:.5f} | {-mass_formula(kappa):.5f}")
print(f"  g/2-1: {numeric[0.5][2]:.5f} | {anomaly_formula(kappa):.5f}")
print(f"  mass growth from free dispersion: {mass_free:.5f}")
print("Example at kappa = 0.5 (dimensionless):")
print(f"  pinned-spin relative shift: {unit * pinned_formula(kappa):.4e}")
print(f"  mobile-spin relative shift: {spin_shift:.4e}")
print(f"  relative mass growth: {mass_shift:.4e}")
print(f"  g/2-1 in the model: {anomaly:.4e}")
print(f"  g-2 in the model: {2 * anomaly:.4e}")
print("Frequencies to first order in alpha:")
print(f"  bare, mass m0: {nu_c * (1 + mass_shift):.5f} GHz")
print(f"  spin precession: {nu_c * (1 + anomaly):.5f} GHz")
print(f"  cyclotron, physical mass: {nu_c:.5f} GHz")
print(f"  spin minus cyclotron: {nu_c * anomaly * 1e3:.3f} MHz")
print("kappa | spin shift | mass growth | g/2-1 (dimensionless):")
for cut in (0.1, 0.5, 1.0, 2.0, 20.0):
    print(f"  {cut:5.1f} | {unit * spin_formula(cut):.4e} | "
          f"{unit * mass_formula(cut):.4e} | {unit * anomaly_formula(cut):.4e}")
print(f"infinite-cutoff g/2-1: {unit * anomaly_formula(np.inf):.4e}")
print(f"covariant one-loop comparison alpha/(2 pi): {unit / 2:.4e}")
print(f"ratio of these two: {anomaly_formula(np.inf) / 0.5:.4f}")
print(f"cutoff that fits alpha/(2 pi): {kappa_match:.4f} (units of m c)")
print("success")
```

Running it gives:

```
fine-structure constant alpha: 0.007297353 (dimensionless)
alpha/pi: 2.3228195e-03 (dimensionless)
magnetic field: 10000 gauss
cutoff kappa: 0.50 (units of m c)
cutoff photon energy: 255.50 keV
Three-oscillator model, energies in units of the mode energy:
  coupling 0.020, bare splitting 0.010
  relative splitting change, diagonalized: -1.59569e-03
  relative splitting change, second order: -1.60000e-03
Matrix densities at k = 1 m c, units of alpha/pi per m c:
  spin frequency, spin-spin: -0.29630
  spin frequency, cross: -0.29630
  cyclotron frequency, orbital: -0.88889
  cyclotron frequency, spin: -0.09877
  spin minus cyclotron: 0.39506
Integrated to kappa = 0.5, units of alpha/pi (matrix | formula):
  pinned spin: -0.08333 | -0.08333
  mobile spin: -0.12343 | -0.12343
  cyclotron: -0.60343 | -0.60343
  g/2-1: 0.48000 | 0.48000
  mass growth from free dispersion: 0.60343
Example at kappa = 0.5 (dimensionless):
  pinned-spin relative shift: -1.9357e-04
  mobile-spin relative shift: -2.8671e-04
  relative mass growth: 1.4017e-03
  g/2-1 in the model: 1.1150e-03
  g-2 in the model: 2.2299e-03
Frequencies to first order in alpha:
  bare, mass m0: 28.03173 GHz
  spin precession: 28.02370 GHz
  cyclotron, physical mass: 27.99249 GHz
  spin minus cyclotron: 31.210 MHz
kappa | spin shift | mass growth | g/2-1 (dimensionless):
    0.1 | -1.4508e-05 | 3.0245e-04 | 2.8794e-04
    0.5 | -2.8671e-04 | 1.4017e-03 | 1.1150e-03
    1.0 | -8.9360e-04 | 2.6142e-03 | 1.7206e-03
    2.0 | -2.3928e-03 | 4.7156e-03 | 2.3228e-03
   20.0 | -1.8444e-02 | 2.1515e-02 | 3.0715e-03
infinite-cutoff g/2-1: 3.0971e-03
covariant one-loop comparison alpha/(2 pi): 1.1614e-03
ratio of these two: 2.6667
cutoff that fits alpha/(2 pi): 0.5298 (units of m c)
success
```
